# Updating the Cathode Field During Electron Trapping Under Fowler-Nordheim Injection

## The setting: how long may the field stay fixed?

A calculation of oxide charging under constant gate voltage has to fix how far time may advance before Poisson's equation is solved again. The injected current depends exponentially on the cathode field, and the trapped electrons lower that field. If the field is never updated, the example below fills half its traps in 192 s; with the field updated, this takes 661 s. The analysis gives a time scale for the first step, a rule for the later ones, and the conditions under which the calculated decay can be trusted.

## Field at constant voltage

The cathode is at \(x=0\) and the gate at \(x=d\). Let \(q>0\) be the elementary charge, \(n(x,t)\) the density of trapped electrons, and \(F\) the magnitude of the field that drives electrons to the gate. With the potential \(\psi\) rising towards the gate, \(F=d\psi/dx\). The trapped charge density is \(-qn\), so Poisson's equation reads \(dF/dx=qn/\varepsilon\), and

\[
F(x)=F_c+\frac{q}{\varepsilon}\int_0^x n(x')\,dx' .
\]

The oxide voltage \(V=\int_0^dF\,dx\) is held constant. In the double integral, the charge at \(x'\) contributes for all \(x\) from \(x'\) to \(d\), a length \(d-x'\). Therefore

\[
V=F_cd+\frac{q}{\varepsilon}\int_0^d(d-x')\,n\,dx',
\qquad
F_c=\frac Vd-\frac q\varepsilon\int_0^d\left(1-\frac xd\right)n\,dx .
\]

Charge near the cathode has the greatest weight. While the cathode field falls, the anode field \(F(d)\) rises, because the voltage is fixed.

For numerical work the traps are divided into thin layers at \(x_i\), with \(s_i\) trapped electrons per unit area and weights \(w_i=1-x_i/d\):

\[
F_c=F_0-\frac q\varepsilon\sum_i w_is_i,\qquad F_0=\frac Vd .
\]

## Injected current

The cathode is treated as a free-electron metal at zero temperature, with a barrier of energy \(\phi\) above its Fermi level. The electron mass is \(m_0\) in the cathode and \(m\) in the oxide, and the transmission \(T\) is taken to depend only on the energy \(E\) of motion normal to the interface in the cathode, measured from the Fermi level. Summing \(qv_xT\) over occupied states, with \(\hbar v_x\,dk_x=dE\), gives

\[
J=\frac{2q}{(2\pi)^3\hbar}\int_{-\infty}^0 T(E)\,\frac{2\pi m_0(-E)}{\hbar^2}\,dE
=\frac{qm_0}{2\pi^2\hbar^3}\int_{-\infty}^0(-E)\,T(E)\,dE .
\]

The fraction in the first integral is the area of the disc of occupied transverse wave vectors. The lower limit is allowed if the occupied band is deep compared with the energy range that contributes.

If no charge lies inside the barrier, the barrier is triangular and ends at \(x=(\phi-E)/(qF_c)\). The WKB transmission is

\[
T=\exp\left[-\frac2\hbar\int_0^{(\phi-E)/(qF_c)}\!\!\sqrt{2m(\phi-E-qF_cx)}\,dx\right]
=\exp\left[-\frac{4\sqrt{2m}\,(\phi-E)^{3/2}}{3\hbar qF_c}\right].
\]

Near the Fermi level \((\phi-E)^{3/2}\approx\phi^{3/2}-\tfrac32\phi^{1/2}E\), so that

\[
T\approx e^{-B/F_c}e^{cE},\qquad B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar q},\qquad c=\frac{2\sqrt{2m\phi}}{\hbar qF_c}.
\]

The remaining integral is \(\int_{-\infty}^0(-E)e^{cE}dE=1/c^2=\hbar^2q^2F_c^2/(8m\phi)\). With \(h=2\pi\hbar\),

\[
J=AF_c^2e^{-B/F_c},\qquad A=\frac{q^3m_0}{8\pi h m\phi}.
\]

For the parameters used below, this lies 3% above the zero-temperature supply integral with the unexpanded exponent, at both the initial and the final field.

The factor \(m_0/m\) in \(A\) rests on letting \(T\) depend on \(E\) alone. If the transverse wave vector is conserved at the interface, the transverse energy is larger in the oxide by the factor \(m_0/m\), which leaves less energy for tunnelling. The current is then multiplied by \(m/m_0=0.42\). Without emission, this only makes all times 2.4 times longer.

## Capture and the time step

An empty trap captures at the rate \(\sigma J/q\), where \(\sigma\) is a constant cross section. A filled trap may emit at a rate \(e_i\). If layer \(i\) has capacity \(S_i\),

\[
\frac{ds_i}{dt}=\frac{\sigma J}{q}(S_i-s_i)-e_is_i .
\]

Using one \(J\) at every depth requires \(\sigma N_T\ll1\), where \(N_T=\sum_iS_i\): this product bounds the fraction of the current lost to capture. It is \(4\times10^{-4}\) in the example.

Write \(k=\sigma J/q\). With the rates frozen, the equation becomes \(ds_i/dt=-(k+e_i)(s_i-s_i^*)\), where \(s_i^*=kS_i/(k+e_i)\). Its solution over a time \(\Delta t\) is

\[
s_i(t+\Delta t)=s_i^*+\left[s_i(t)-s_i^*\right]e^{-(k+e_i)\Delta t}.
\]

This is a weighted mean of \(s_i(t)\) and \(s_i^*\), so the occupancy stays between 0 and 1 for any step. One step of the algorithm is:

1. Find \(F_c\), \(J\) and the rates from the present charge.
2. Relax the charge over \(\Delta t/2\) with these rates.
3. Recompute \(F_c\), \(J\) and the rates from this midpoint charge.
4. Return to the charge at the start and relax it over the full \(\Delta t\) with the midpoint rates.

The step length follows from the two quantities that must change little, the logarithm of the current and the capture exponent:

\[
\Delta t=\frac{\eta}{|d\ln J/dt|+\sigma J/q},\qquad
\frac{d\ln J}{dt}=-\left(\frac B{F_c^2}+\frac2{F_c}\right)\frac q\varepsilon\sum_iw_i\frac{ds_i}{dt}.
\]

The bracket is the derivative of \(\ln J=\ln A+2\ln F_c-B/F_c\) with respect to \(F_c\).

## Why the midpoint update is second order

Let \(e_i=0\) and let the traps start empty. All layers then have the same occupancy, which depends on time through the fluence \(Q=\int_0^tJ\,dt'\) alone:

\[
N=N_T(1-e^{-u}),\qquad u=\frac{\sigma Q}{q}.
\]

With the trap centroid \(\bar x\),

\[
F_c=F_0-\Delta F(1-e^{-u}),\qquad \Delta F=\frac{qN_T}\varepsilon\left(1-\frac{\bar x}d\right).
\]

The whole problem is now \(dQ/dt=J(Q)\), and the algorithm becomes \(Q_{\rm new}=Q+\Delta t\,J(Q+J\Delta t/2)\). Expanding, with a prime for \(d/dQ\),

\[
Q_{\rm new}=Q+J\Delta t+\tfrac12JJ'\Delta t^2+O(\Delta t^3).
\]

The true solution has the same first three terms, since \(d^2Q/dt^2=J'J\). The error per step is of third order, and the accumulated error is of second order.

The same reduction gives a reference that needs no time stepping:

\[
t=\frac q\sigma\int_0^u\frac{du'}{J\!\left(F_0-\Delta F(1-e^{-u'})\right)} .
\]

It also shows that, without emission, multiplying \(J\) by a constant divides all times by that constant and leaves the shape of the decay unchanged.

Freezing \(J\) at its value at the start of a step gives \(Q_{\rm new}=Q+J(Q)\Delta t\). Since \(J'J<0\), the curve \(Q(t)\) is concave and lies below this tangent, so the first step traps too much. The excess keeps its sign if a larger starting \(Q\) gives a larger result, that is, if \(1+J'\Delta t>0\). The magnitude of \(J'\) is largest at the start: \(J\) falls with the field at the logarithmic rate \(B/F_c^2+2/F_c\), while this factor itself grows at a rate below \(2/F_c\). There \(|J'|=1/\tau\), with \(\tau\) given next. Frozen steps shorter than \(\tau\) therefore always overestimate the trapped charge in this model.

## Early decay and final plateau

While few traps are filled, \(1-e^{-u}\approx u\). For a small field change, \(\ln J\approx\ln J_0-\beta(F_0-F_c)\), with \(\beta=B/F_0^2+2/F_0\). Hence

\[
\frac{dQ}{dt}=J_0e^{-Q/Q_*},\qquad Q_*=\frac{q}{\sigma\beta\Delta F}.
\]

Separating variables gives \(Q_*(e^{Q/Q_*}-1)=J_0t\), so \(e^{-Q/Q_*}=1/(1+t/\tau)\) and

\[
J=\frac{J_0}{1+t/\tau},\qquad \tau=\frac{q}{\sigma J_0\beta\Delta F}.
\]

A clear \(1/t\) range needs \(\beta\Delta F\gg1\), because the current must fall far before the traps fill.

At late times let \(g=1-N/N_T\). Then \(dg/dt=-(\sigma J/q)g\), and \(J\) tends to \(J_\infty=J(F_0-\Delta F)\), so \(g\) decays at the rate \(\sigma J_\infty/q\). Since \(F_c=F_0-\Delta F+g\Delta F\), the excess current \(J-J_\infty\) is proportional to \(g\) at leading order and decays at the same rate. The plateau is not zero, because a finite number of traps can lower the field only by \(\Delta F\).

## Worked example

Take \(d=14\) nm and \(V=11.2\) V, so \(F_0=8\) MV/cm; \(\phi=3.1\) eV and \(m=0.42\,m_0\); and \(N_T=4\times10^{12}\) cm\(^{-2}\), spread evenly from 5 to 9 nm, with \(\sigma=10^{-16}\) cm\(^2\). Emission is off. The tunnel exit for electrons at the Fermi level, \(\phi/(qF_c)\), moves from 3.88 to 4.38 nm, so the traps stay outside the barrier for nearly all of the current.

The centroid is at \(d/2\), and

\[
\Delta F=1.856\times0.5=0.928\ \text{MV/cm}.
\]

With \(B=241.6\) MV/cm, \(\beta=241.6/64+2/8=4.03\) cm/MV and \(\beta\Delta F=3.74\). The initial current is \(5.79\times10^{-6}\) A/cm\(^2\), and

\[
\tau=\frac{1.602\times10^{-3}\ \text{C/cm}^2}{(5.79\times10^{-6}\ \text{A/cm}^2)(3.74)}\approx74\ \text{s}.
\]

The plateau follows from the final field of 7.072 MV/cm:

\[
\ln\frac{J_\infty}{J_0}=2\ln\frac{7.072}{8}-241.6\left(\frac1{7.072}-\frac18\right)=-0.25-3.96=-4.21,
\]

so \(J_\infty=0.0149\,J_0\). The linear estimate \(e^{-3.74}=0.024\) is too high because \(\ln J\) steepens as the field falls.

| \(t\) (s) | \(J\) (A/cm²) | \(F_c\) (MV/cm) | \(N\) (cm⁻²) |
|---|---|---|---|
| 10 | 5.11e-6 | 7.969 | 1.33e11 |
| 100 | 2.61e-6 | 7.807 | 8.33e11 |
| 1000 | 6.00e-7 | 7.473 | 2.27e12 |
| 10000 | 1.46e-7 | 7.178 | 3.55e12 |
| 100000 | 8.62e-8 | 7.073 | 4.00e12 |

At 100 s the early law gives \(2.46\times10^{-6}\) A/cm\(^2\), 6% below the computed current; at 1000 s it is 33% below. The slope \(-d\ln J/d\ln t\) is at most 0.69 at the ten times computed, so this example never shows a full \(1/t\) decay: \(\beta\Delta F\) is too small. The law was tested where it should hold, with 100 times more traps and a cross section 100 times smaller, which leaves \(\tau\) unchanged. Then \(J/J_0\) is 0.494 at \(\tau\) and 0.241 at \(3\tau\), against 0.5 and 0.25. The small deficit has the sign of the neglected term \(-(B/F_0^3+1/F_0^2)(F_0-F_c)^2\) in \(\ln J\).

Between \(6\times10^4\) and \(8\times10^4\) s the excess current decays at \(5.48\times10^{-5}\) s\(^{-1}\), against the limit \(\sigma J_\infty/q=5.36\times10^{-5}\) s\(^{-1}\). In this window \(J\) is still above \(J_\infty\), so the traps fill faster than the limit. In addition, \(J-J_\infty\) is a convex function of \(g\) that vanishes at \(g=0\), so it falls slightly faster than \(g\) itself.

## Choosing the step

With \(\eta=0.02\), the current differs from the fluence integral by at most \(3.2\times10^{-5}\) of its value at ten times from 1 to \(10^5\) s. Halving \(\eta\) from 0.1 to 0.05 reduces the error in \(\ln J\) at 1000 s by a factor of 3.90, close to the 4 of a second-order method. Frozen steps of 50 s, shorter than \(\tau\), give \(1.57\times10^{12}\) trapped electrons per cm\(^2\) at 300 s instead of \(1.48\times10^{12}\), an excess of 6%.

The cost can be estimated beforehand. Integrating the step rule without emission gives about

\[
\frac1\eta\left[\ln\frac{J_0}{J(t)}+\frac{\sigma Q(t)}q\right]
=\frac{4.21+7.47}{0.02}\approx584
\]

steps up to \(10^5\) s. The run took 592, including shortened steps that land on the output times.

In practice, compute \(\tau\) first and keep any fixed step well below it at the start. With the adaptive rule, run once with \(\eta\) and once with \(\eta/2\). In the second-order regime the errors are \(4\delta\) and \(\delta\), so one third of the difference estimates the error \(\delta\) of the finer run. This controls the time integration and says nothing about the physical assumptions.

## When emission must be switched on

The field that injects electrons also pulls them out of traps. For a trap of depth \(E_t\) at distance \(L\) from the gate, in a local field \(F\), a WKB estimate is

\[
e=\frac{qF}{2\sqrt{2mE_t}}\exp\left[-\frac{4\sqrt{2m}}{3\hbar qF}\left(E_t^{3/2}-E_L^{3/2}\right)\right],
\quad E_L=\max(E_t-qFL,0).
\]

The exponent is the barrier integral used above, cut off at the gate if the electron arrives there first. The field at the trap is used along the whole escape path. Within and beyond the trap band the true field is at least as high, so this underestimates emission, most of all for traps on the cathode side. For deep traps there, in a full band, the rate is too low by orders of magnitude; the filled fractions given below change much less. The prefactor is an order-of-magnitude attempt rate, and lattice relaxation is left out. At fixed rates the occupancy tends to \(k/(k+e)\), so at long times emission can be ignored only if \(e\ll\sigma J/q\).

At \(10^5\) s the filled fraction is 0.11 for \(E_t=3.5\) eV, 0.80 for 4.0 eV and 0.999 for 4.5 eV. The corresponding \(J/J_0\) are 0.64, 0.032 and 0.015. With the true field along the whole escape path, the filled fraction for 4.0 eV becomes 0.72 and \(J/J_0\) becomes 0.048, while the values for 4.5 eV hardly change. In this estimate the main example therefore describes traps about 4.5 eV deep or deeper. For 4.0 eV, a separate stiff solver with a discretized Poisson equation agreed with the algorithm at \(10^4\) s to within 0.2% in both current and trapped density.

## The example beside a real oxide

The parameters are rough values for a thermal oxide on heavily doped n-type silicon. The metal model is crude for such a cathode: the supply integral draws on energies around \(2/c\approx0.14\) eV below the Fermi level, and the occupied conduction band of doped silicon is not deep compared with this. The prefactor \(A\), and with it the time scale, is therefore uncertain. The trap density is high and represents a trap-rich film; a good dry oxide has far fewer traps. Real traps also have a spread of depths and cross sections. Emission from shallower traps is the largest correction found here to the relative decay: at 3.5 eV it raises the late current about 43-fold, and at 3.0 eV the traps stay almost empty and the current hardly decays. Within this emission estimate, the main example therefore applies to traps about 4.5 eV deep, roughly half the oxide gap, or deeper. The threshold moves with the uncertain attempt rate. With the true field along the escape path, a rate 1000 times lower lets 4.0 eV traps fill to above 0.99, while a rate 100 times higher leaves 4.5 eV traps at 0.92, with \(J/J_0=0.020\). Near midgap the one-band exponent is also too large: a two-band dispersion with the same \(B\) lowers the filled fraction at 4.5 eV to 0.97.

Trapped charge is also discrete. Random point charges, with their images in both electrodes, lower the field at a cathode point by 0.92 MV/cm on average, in agreement with the sheet formula, but with an rms spread of 0.23 MV/cm. Because \(J\) is so sensitive to the field, averaging the current over these local fields raises the final value by a factor of 1.7. This estimate treats each local field as uniform through the barrier; integrating the WKB exponent along the local potential instead gives about 1.9.

The image force, the barrier height and the temperature act mainly on the time scale. The image force multiplies the transmission at the Fermi level by 13.1 at the initial field and 13.6 at the final one, and \(J\) by slightly less, unless the fitted \(\phi\) and \(m\) already contain it. A barrier lower by 0.1 eV multiplies \(J_0\) by 4.4 and \(J_\infty\) by 5.3, so it also raises \(J_\infty/J_0\) by 21%, as much as the depletion and hole effects below. Without emission, such factors mostly rescale time; with emission, they also shift the balance between capture and release. A temperature of 300 K raises \(J\) by 29% initially and 39% finally. Gate depletion and trapped holes also change the relative decay. In an n-type gate doped to \(10^{20}\) cm\(^{-3}\), the depletion layer widens as the anode field rises. If the oxide still starts at 8 MV/cm, this growth lowers the final current by almost a fifth. If instead 11.2 V is the total voltage across oxide and depletion layer, the whole depletion drop of 0.2 to 0.3 V is lost from the oxide, and the current is reduced much more, from the start. Holes that collect at the tunnel exit during the stress, with a density of \(10^{11}\) cm\(^{-2}\), would raise the final current by 18%. If they were there from the start, they would also raise the initial current, by about 14%, and the relative decay would hardly change.

Electrons gain at most 8.1 eV in the oxide conduction band, below its gap of roughly 9 eV, so they should not ionize across the gap; hole injection from the anode remains possible. The final fluence of 0.012 C/cm\(^2\) is far below the rough 1 to 10 C/cm\(^2\) that good oxides withstand, but a trap-rich film may fail earlier, and the anode field has risen to 8.9 MV/cm. Trap creation is not in the model. The numerical output lists the remaining values.

## Computed values

```
thickness 14.0 nm, oxide voltage 11.20 V, F0 8.00 MV/cm
barrier 3.1 eV, oxide mass 0.42 m0
traps 4.0e+12 cm^-2, 5-9 nm, sigma 1e-16 cm2
FN A = 1.1839e-06 A/V2, B = 241.63 MV/cm
FN formula / supply integral at F0, F_end: 1.032 1.028
q/eps * N_T = 1.8559 MV/cm
Delta F = 0.9280 MV/cm, final cathode field 7.0720 MV/cm
J0 = 5.7858e-06 A/cm2, J_end = 8.5924e-08 A/cm2, ratio 0.01485
beta = 4.0254 cm/MV, beta*DeltaF = 3.7354
q/sigma = 1.6022e-03 C/cm2, tau = 74.13 s
t(s)  J(A/cm2)  Fc(MV/cm)  N(cm^-2)  Q(C/cm2)  J0/(1+t/tau)  -dlnJ/dlnt
1  5.709e-06  7.9967  1.432e+10  5.747e-06  5.709e-06  0.013
10  5.106e-06  7.9691  1.333e+11  5.430e-05  5.098e-06  0.116
30  4.163e-06  7.9190  3.490e+11  1.463e-04  4.119e-06  0.271
100  2.610e-06  7.8069  8.326e+11  3.739e-04  2.463e-06  0.505
300  1.366e-06  7.6563  1.481e+12  7.412e-04  1.146e-06  0.655
1000  6.003e-07  7.4731  2.271e+12  1.344e-03  3.993e-07  0.690
3000  2.883e-07  7.3167  2.945e+12  2.136e-03  1.395e-07  0.632
10000  1.462e-07  7.1775  3.545e+12  3.484e-03  4.258e-08  0.478
30000  9.787e-08  7.0976  3.890e+12  5.756e-03  1.426e-08  0.238
100000  8.616e-08  7.0726  3.998e+12  1.197e-02  4.286e-09  0.015
steps to 1e5 s (eta 0.02): 592
largest relative current error of scheme: 3.2e-05
error ratio on halving eta 0.1 -> 0.05: 3.90
large reservoir J/J0 at tau, 3 tau: 0.4944, 0.2409
late rate measured 5.4776e-05, sigma*J_end/q 5.3630e-05 1/s
half filling: 660.8 s; without feedback 191.9 s
N at 300 s, frozen 50 s steps 1.571e+12, true 1.481e+12 cm^-2
tunnel exit: start 3.88 nm, end 4.38 nm
Neglected effects
trap depth 3.5 eV: at 1e5 s filled 0.1126, J/J0 0.6419
trap depth 4.0 eV: at 1e5 s filled 0.7988, J/J0 0.0323
trap depth 4.5 eV: at 1e5 s filled 0.9990, J/J0 0.0149
trap depth 5.0 eV: at 1e5 s filled 0.9994, J/J0 0.0149
discrete charge: field lowering mean 0.923, rms spread 0.232 MV/cm
discrete charge: final current times 1.72
image force: current times 13.05 at F0, 13.56 at F_end
300 K against 0 K: times 1.288 at F0, 1.387 at F_end
gate depletion (1e20 cm^-3): 0.056 V more, J_end times 0.813
barrier lower by 0.1 eV: J0 times 4.40
1e11 cm^-2 holes at tunnel exit: J_end times 1.176
largest electron energy in oxide band: 8.10 eV
final anode field 8.928 MV/cm
first-electron trapping probability sigma*N_T = 4.0e-04
```
